# Threefold Second-Harmonic Azimuthal Pattern of Oxidised Si(111)

**Q.** A Si(111) wafer under its oxide is turned about its normal while a laser beam is reflected from it. The second-harmonic intensity varies with the azimuth $\phi$. Why should symmetry fix the shape of that variation before anything is known about the interface?

**A.** Because the response is a tensor of low rank. Let $Z$ point out of the crystal along [111], and let $XZ$ be the plane of incidence, with the pump travelling towards $+X$. The crystal axis $x$ is the projection of a cubic axis on the surface, so $xz$ is a mirror plane. The angle from $X$ to $x$ is $\phi$. Real fields are $Ee^{-i\omega t}$ plus the complex conjugate. The interface is a thin sheet with dipole response

$$P_i(2\omega)=\varepsilon_0\,\chi_{ijk}E_jE_k .$$

Turning the crystal multiplies $\chi$ by three rotation matrices, whose entries are combinations of $1$ and $e^{\pm i\phi}$. The harmonic amplitude is therefore a sum of terms $A_me^{im\phi}$ with $|m|\le3$. A turn by $120^\circ$ leaves the crystal unchanged, so $e^{2\pi im/3}=1$ whenever $A_m\ne0$. This leaves $m=0,\pm3$.

**Q.** That allows a sine of $3\phi$ as well as a cosine. What removes the sine?

**A.** Threefold rotation does not; the mirror does. Reflect the whole experiment in the plane of incidence. The crystal at $\phi$ becomes the crystal at $-\phi$. A p-polarised pump is unchanged. An s-polarised pump changes sign, but it enters squared. The p-polarised output is unchanged and the s-polarised output changes sign. For a purely p or purely s pump, then,

$$A_p(\phi)=a+c\cos3\phi,\qquad A_s(\phi)=b\sin3\phi ,$$

with complex constants. The p-polarised intensity is

$$I_p(\phi)\propto|a+c\cos3\phi|^2 .$$

The s-polarised output has no isotropic term. The statement needs a plane wave, a pure pump polarisation and a surface normal along [111].

**Q.** Show me the tensor. I want to see which components feed $a$ and which feed $c$.

**A.** Use $E_\pm=E_x\pm iE_y$, which acquire factors $e^{\pm2\pi i/3}$ under the threefold turn. $P_+$ can come only from products with the same factor, namely $E_+E_z$ and $E_-^2$, since $e^{-4\pi i/3}=e^{2\pi i/3}$. Likewise $P_-$ comes from $E_-E_z$ and $E_+^2$, and $P_z$ from $E_+E_-$ and $E_z^2$. That makes six coefficients. The mirror exchanges $+$ and $-$, so the two coefficients in $P_-$ equal those in $P_+$, and four remain:

$$\frac{P_+}{\varepsilon_0}=\chi_{11}E_-^2+2\chi_{15}E_+E_z,\qquad \frac{P_z}{\varepsilon_0}=\chi_{31}E_+E_-+\chi_{33}E_z^2 .$$

Averaging a basis of tensors over the two groups gave the same counts, six and four.

Laboratory components are $V_\pm^{\rm lab}=e^{\pm i\phi}V_\pm$. Substituting $E_-=e^{i\phi}E_-^{\rm lab}$ and $E_+=e^{-i\phi}E_+^{\rm lab}$ gives

$$\frac{P_+^{\rm lab}}{\varepsilon_0}=\chi_{11}e^{3i\phi}(E_X-iE_Y)^2+2\chi_{15}(E_X+iE_Y)E_Z .$$

$P_-^{\rm lab}$ follows by changing the sign of each explicit $i$, leaving the complex amplitudes alone. Half the sum of the two is $P_X$, and their difference over $2i$ is $P_Y$:

$$\frac{P_X}{\varepsilon_0}=\chi_{11}[\cos3\phi\,(E_X^2-E_Y^2)+2\sin3\phi\,E_XE_Y]+2\chi_{15}E_XE_Z,$$

$$\frac{P_Y}{\varepsilon_0}=\chi_{11}[\sin3\phi\,(E_X^2-E_Y^2)-2\cos3\phi\,E_XE_Y]+2\chi_{15}E_YE_Z,$$

$$\frac{P_Z}{\varepsilon_0}=\chi_{31}(E_X^2+E_Y^2)+\chi_{33}E_Z^2 .$$

At the interface, $\chi_{11}$ alone carries the azimuth. The term $2\sin3\phi\,E_XE_Y$ also shows where the law fails: a pump with both p and s parts puts a sine into the p output.

**Q.** What does $\chi_{11}$ mean in terms of atoms?

**A.** A simple bond model gives a picture. Let each bond along a unit vector $d$ contribute $\beta\,d_id_jd_k$. A surface atom has one upward bond of strength $\beta_u$ and three back bonds of strength $\beta_b$, with

$$d_j=(s\cos\theta_j,\;s\sin\theta_j,\;-\tfrac13),\quad s=\tfrac{2\sqrt2}{3},\quad \theta_j=\tfrac{2\pi j}{3}$$

in crystal axes. Since $\sum_j\cos^3\theta_j=\tfrac34$ and $\sum_j\cos^2\theta_j=\tfrac32$,

$$\chi_{11}=\tfrac34s^3\beta_b=\tfrac{4\sqrt2}{9}\beta_b,\qquad \chi_{31}=\chi_{15}=-\tfrac12s^2\beta_b=-\tfrac49\beta_b,\qquad \chi_{33}=\beta_u-\tfrac19\beta_b .$$

In this model the back bonds make the threefold term, and the upward bond enters $\chi_{33}$ alone. A sum over bonds in cubic coordinates, with arbitrary strengths, reproduced this tensor. The example below doesn't use the model's relation $\chi_{15}=\chi_{31}$.

**Q.** A polarisation is not yet a reflected wave. How does the sheet radiate?

**A.** Place the sheet just inside the crystal, so that the crystal fields drive it; another placement would rescale the components that have a $z$ index. Let $k_0=\omega/c$, $K_0=2k_0$, and let $n$ and $N$ be the complex indices at $\omega$ and $2\omega$. At incidence angle $\theta$,

$$k_x=k_0\sin\theta,\quad K_x=2k_x,\quad w=\sqrt{n^2k_0^2-k_x^2},\quad W=\sqrt{N^2K_0^2-K_x^2}.$$

The pump goes down with $k=(k_x,0,-w)$ and the harmonic goes up with $K=(K_x,0,W)$. Their p vectors are

$$e=\frac{(w,0,k_x)}{nk_0},\qquad h=\frac{(-W,0,K_x)}{NK_0}.$$

Each is perpendicular to its own wavevector and has $e\cdot e=h\cdot h=1$, without complex conjugation.

For a Fourier component with wavevector $K$, Maxwell's equations give

$$(K^2-N^2K_0^2)E-K(K\cdot E)=K_0^2P/\varepsilon_0 .$$

The scalar product with $K$ gives $K\cdot E=-K\cdot P/(\varepsilon_0N^2)$. Putting this back,

$$E=\frac{K_0^2}{\varepsilon_0}\,\frac{P-K(K\cdot P)/(N^2K_0^2)}{K_z^2-W^2}.$$

Above the sheet, the integral over $K_z/2\pi$ picks the pole $K_z=W$ and gives the factor $i/(2W)$. At the pole the numerator is the part of $P$ transverse to $K$. The upward p amplitude is thus $iK_0^2\,h\cdot P/(2W\varepsilon_0)$.

With $q=k_0\cos\theta$, the p-wave Fresnel factors into and out of the crystal are

$$t=\frac{2nq}{n^2q+w},\qquad T=\frac{2NW}{W+2N^2q}.$$

For a p pump of vacuum amplitude $E_0$ the emitted field is $G\,A_p(\phi)E_0^2$, with $G=iK_0^2t^2T/(2W)$ and $A_p=h\cdot P/\varepsilon_0$ for unit crystal field. Inserting the components of $P$,

$$a_{\rm int}=2\chi_{15}h_Xe_Xe_Z+h_Z(\chi_{31}e_X^2+\chi_{33}e_Z^2),\qquad c_{\rm int}=\chi_{11}h_Xe_X^2 .$$

For an s pump, $E_Y=1$ gives $a_{\rm int}=\chi_{31}h_Z$ and $c_{\rm int}=-\chi_{11}h_X$, and $t$ becomes the s-wave factor.

**Q.** Silicon is centrosymmetric, but its bulk still emits through field gradients. That response has rank four. Could it not add a fourth harmonic?

**A.** It could on a surface without threefold symmetry. The cubic quadrupole source is

$$\frac{P_i}{\varepsilon_0}=(\delta-\beta-2\gamma)(E\cdot\nabla)E_i+\beta E_i\nabla\cdot E+\gamma\nabla_i(E\cdot E)+\zeta E_i\nabla_iE_i ,$$

where the last term refers to cubic axes and is not summed over $i$. For one transverse plane wave, $k\cdot E=0$ removes the first two terms.

The remaining sources fill the depth $z<0$. The driving phase is $e^{-2iwz}$, and the wave reaches the surface with a further factor $e^{-iWz}$, so

$$\int_{-\infty}^0e^{-i(2w+W)z}dz=\frac{i}{2w+W}.$$

The $\gamma$ source is $2i\gamma k$, because $e\cdot e=1$. With $K_x=2k_x$,

$$h\cdot k=\frac{-Wk_x-2k_xw}{NK_0}=-\frac{k_x(2w+W)}{NK_0}.$$

Its contribution is

$$2i\gamma\,(h\cdot k)\frac{i}{2w+W}=\frac{2\gamma k_x}{NK_0}=\gamma h_Z=\gamma h_Z(e_X^2+e_Z^2).$$

This replaces $\chi_{31}$ by $\chi_{31}+\gamma$ and $\chi_{33}$ by $\chi_{33}+\gamma$. In this geometry, $\gamma$ cannot be separated from those two interface components.

**Q.** And the $\zeta$ term, which knows about the cubic axes?

**A.** Those axes are $g_j=(\sqrt{2/3}\cos\theta_j,\sqrt{2/3}\sin\theta_j,1/\sqrt3)$, now with $\theta_j=\phi+2\pi j/3$. The contribution is

$$-\frac{\zeta}{2w+W}\sum_j(h\cdot g_j)(e\cdot g_j)^2(k\cdot g_j).$$

For a p pump every factor has the form $u\cos\theta_j+v$. Write

$$(u_0,v_0)=(\sqrt{\tfrac23}h_X,\tfrac{h_Z}{\sqrt3}),\quad(u,v)=(\sqrt{\tfrac23}e_X,\tfrac{e_Z}{\sqrt3}),\quad(u_3,v_3)=(\sqrt{\tfrac23}k_x,-\tfrac{w}{\sqrt3}).$$

The product is $\sum_ms_m\cos^m\theta_j$, with

$$s_0=v_0v^2v_3,\qquad s_4=u_0u^2u_3,$$
$$s_2=u_0u_3v^2+2uv(u_0v_3+v_0u_3)+u^2v_0v_3,$$
$$s_3=u^2(u_0v_3+v_0u_3)+2uvu_0u_3 .$$

The coefficient $s_1$ is not needed, because $\sum_j\cos m\theta_j$ vanishes unless $m$ is a multiple of three. From $\cos^2\theta=(1+\cos2\theta)/2$, $\cos^3\theta=(3\cos\theta+\cos3\theta)/4$ and $\cos^4\theta=(3+4\cos2\theta+\cos4\theta)/8$, the sums for $m=0$ to $4$ are $3,\,0,\,\tfrac32,\,\tfrac34\cos3\phi,\,\tfrac98$. The fourth harmonic cancels between the three axes, and

$$a=a_{\rm int}+\gamma h_Z-\frac{\zeta}{2w+W}\left(3s_0+\tfrac32s_2+\tfrac98s_4\right),$$

$$c=c_{\rm int}-\frac{\zeta}{2w+W}\,\tfrac34s_3 .$$

For an s pump, $(e\cdot g_j)^2=\tfrac23(1-\cos^2\theta_j)$. The same sums give the $\zeta$ contribution

$$-\frac{2\zeta}{3(2w+W)}\left[\tfrac32v_0v_3+\tfrac38u_0u_3-\tfrac34(u_0v_3+v_0u_3)\cos3\phi\right].$$

**Q.** The chain is long. Was the whole amplitude confronted with anything independent?

**A.** Yes. The tensors were rotated numerically, the driven wave equation was solved in the crystal, and tangential fields were matched at the surface. This was done at 24 azimuths, at incidence angles of 0, 20, 45 and 70 degrees, for both pumps and both outputs. The largest difference from the closed forms was $1.8\times10^{-4}$ of $|c|$. An error near $10^{-4}$ is expected, since the numerical sheet had a small finite thickness.

**Q.** What happens at normal incidence?

**A.** Then $k_x=0$, so $e_Z=h_Z=0$ and $a_{\rm int}=0$. Also $v_0=v=u_3=0$, which removes $s_0$, $s_2$ and $s_4$. Hence $a=0$ and the intensity is proportional to $\cos^23\phi$, with six equal maxima. Oblique incidence is what lets the isotropic term interfere with the threefold one.

**Q.** Put in numbers for a real wafer.

**A.** Take an 800 nm pump at 45 degrees, with rough silicon indices $3.7+0.006i$ at the pump and $5.6+0.4i$ at the harmonic. The susceptibilities are round model values, not measurements: $\chi_{15}=0.30$, $\chi_{31}=0.20$, $\chi_{33}=1.00$, $\gamma=0.05$, $\zeta=0.10$, and $\chi_{11}$ of size 0.15 with phase 40 degrees, all in nm²/V. The real parts of the polarisation vectors are $e_X=0.982$, $e_Z=0.191$, $h_X=-0.992$ and $h_Z=0.126$; the small imaginary parts are kept in the full results.

The $\chi_{15}$ term is

$$2(0.30)(-0.992)(0.982)(0.191)\approx-0.112 .$$

The normal polarisation, with $\gamma$ included, gives

$$0.126\,[0.25(0.982)^2+1.05(0.191)^2]\approx0.035 .$$

They partly cancel. The full value is $a=-0.076-0.003i$ nm²/V. The threefold part is $c=-0.114-0.092i$ nm²/V, of which the $\zeta$ term supplies 0.004 in size. That smallness reflects the assumed $\zeta$, not a property of silicon: the bulk part is linear in $\zeta$ and would equal the $\chi_{11}$ part at $\zeta\approx3.4$ nm²/V. So $|a|=0.076$, $|c|=0.147$ and $|c/a|=1.92$, with a relative phase $\delta=37^\circ$.

With an s pump, $|a|=0.033$ and $|c|=0.152$ nm²/V. The isotropic part is weaker there because $\chi_{15}$ no longer contributes.

**Q.** What would the azimuthal scan look like?

**A.** At $\phi=0$ the two amplitudes add:

$$|a+c|^2\approx(0.190)^2+(0.095)^2\approx0.045\ \text{nm}^4/\text{V}^2 .$$

At $60^\circ$ they subtract, leaving 0.0094. There are three strong maxima and three weak ones, in the ratio 4.8. To find the minimum, write

$$|a+c\cos3\phi|^2=|a|^2+2|a||c|\cos\delta\cos3\phi+|c|^2\cos^23\phi .$$

This is a parabola in $\cos3\phi$, lowest at

$$\cos3\phi=-\frac{|a|}{|c|}\cos\delta\approx-0.42,$$

or $\phi\approx38^\circ$. The value there is $|a|^2\sin^2\delta\approx0.002$ nm⁴/V². The minimum stays above zero because the two amplitudes are out of phase.

**Q.** Can one run this backwards and obtain $a$ and $c$ from the scan?

**A.** Partly. With $\cos^23\phi=(1+\cos6\phi)/2$, the intensity is $B_0+B_3\cos3\phi+B_6\cos6\phi$, where

$$B_0=|a|^2+\tfrac12|c|^2,\quad B_3=2|a||c|\cos\delta,\quad B_6=\tfrac12|c|^2 .$$

Thus

$$|c|=\sqrt{2B_6},\quad |a|=\sqrt{B_0-B_6},\quad \cos\delta=\frac{B_3}{2|a||c|}.$$

The numerical scan has $B_0=0.01658$, $B_3=0.01787$ and $B_6=0.01073$ nm⁴/V². These return $|c|=0.1465$, $|a|=\sqrt{0.00585}\approx0.076$ and $|\delta|=37^\circ$. The sign of $\delta$ and the common phase are lost. A measurement in counts also needs an absolute calibration before it yields magnitudes in nm²/V, though $|c/a|$ and $|\delta|$ don't.

**Q.** Is there enough light to measure?

**A.** For these inputs, yes. With $I=2\varepsilon_0c_0|E|^2$, where $c_0$ is the speed of light, the emitted field gives

$$I_{2\omega}=\frac{|GA_p|^2}{2\varepsilon_0c_0}I_\omega^2 .$$

Take 100 mW in 100 fs pulses at 80 MHz, focused to a $1/e^2$ radius of 50 µm and treated as flat in time. The peak intensity is 0.32 GW/cm². Integrating $I_\omega^2$ over the Gaussian spot gives about $6.5\times10^5$ photons per second at $\phi=0$ and $1.4\times10^5$ at $60^\circ$, before losses in collection and detection. These rates scale with the square of the assumed susceptibilities.

**Q.** Real interfaces have oxide charge and imperfect orientation. How badly do they disturb the result?

**A.** An isotropic oxide multiplies $a$ and $c$ by the same factor. For 2 nm of oxide the intensity changes by 0.07 percent, and the shape not at all.

A static field $F$ along the normal adds a source $3\varepsilon_0\chi^{(3)}EEF$. The factor 3 counts the positions $F$ can take among the three fields. This field respects the threefold axis and the mirror, so it changes $a$ and $c$ but keeps the form. At 0.1 MV/cm, with a rough $\chi^{(3)}$ of 0.1 nm²/V² and a cubic part of 0.03, the changes are 2.8 percent of $|a|$ and 1.0 percent of $|c|$, and they are linear in $F$.

That estimate takes the field as uniform over the bulk effective length of 7 nm. At a doping of $10^{16}$ cm⁻³, pure depletion would need a width of 647 nm and a band bending of $\tfrac12(0.01\ \text{V/nm})(647\ \text{nm})\approx3.2$ V. This exceeds the silicon gap, so in equilibrium an inversion layer would form and screen part of the field near the surface. The quoted changes belong to the uniform-field model. In a classical Poisson–Boltzmann profile with the same surface field and doping, the bands bend by about 0.8 V, the field at 7 nm depth has fallen to about 0.6 of its surface value, and the field-induced amplitude is about two thirds of the uniform one.

**Q.** And the miscut?

**A.** It breaks the threefold symmetry itself. A tilt $\alpha$ in the mirror plane mixes normal components into the surface plane. To first order $\chi_{XXX}$ gains $\alpha(\chi_{31}+2\chi_{15})\cos\phi$. For $0.3^\circ$, $\alpha=0.0052$, and the leading amplitude has size

$$0.0052\times0.80\times|h_X|e_X^2\approx0.0040\ \text{nm}^2/\text{V}.$$

The full tilt calculation gives a $\cos\phi$ part of 5.2 percent of $|a|$ and a $\cos2\phi$ part of 0.3 percent. At $\phi=0$ and $120^\circ$ the $\cos\phi$ amplitudes differ by about 0.006 nm²/V. Interference with $a+c$ then makes those two strong maxima differ by roughly

$$\frac{2(0.006)(0.190)}{0.045}\approx5\ \text{percent}.$$

These figures come from tilting the tensor of a sheet placed inside the crystal, and they depend on that placement. A sheet in the oxide or in vacuum, with its $z$ components rescaled to give the same $a$ and $c$ on the exact surface, yields at $0.3^\circ$ a $\cos\phi$ part of about 2 percent, a $\cos2\phi$ part of 0.7 to 1.4 percent, and maxima that differ by less than 1 percent. The estimate fixes only the order of the effect. Some (111) wafers are cut a few degrees off on purpose. At $3^\circ$ the $\cos\phi$ part is near half of $|a|$ for the sheet in the crystal and 15 to 18 percent for the other placements, so the simple law would no longer serve. Step atoms can add their own response, which this estimate omits; at $0.3^\circ$ they occupy about 0.6 percent of surface sites.

**Q.** Does the laser itself alter the sample?

**A.** The optical effect of a single pulse is small for these settings. Each pulse makes about $7\times10^{16}$ carriers per cm³, which changes the pump index by $-3.5\times10^{-5}$. Steady heating would be about 4 K for a round spot absorbed at the surface of a thick wafer. The oblique footprint and the absorption depth of about 10 µm spread the heat and lower this to about 3 K. The carrier figure ignores accumulation between pulses. A steady diffusion estimate, with an ambipolar diffusivity of 18 cm²/s, a lifetime of 1 to 100 µs and surface recombination no faster than $10^4$ cm/s, gives a mean surface density of a few times $10^{17}$ per cm³ and an index change of roughly $-1$ to $-4\times10^{-4}$. Even the single-pulse figure exceeds the doping assumed above, so the carriers may screen the interface field even though the index change from one pulse is negligible. Slow recombination would strengthen that screening, and a drift of $a$ and $c$ under illumination need not mean that the interface bonds have changed.

The focused beam also has a divergence half-angle of $0.29^\circ$, so the plane-wave cancellation of the $(E\cdot\nabla)E$ term is approximate. The size of that correction was not calculated. The remaining figures are in the numerical output below.

## Table of computed values

```
pump 800 nm, incidence 45 deg
index of Si: pump (3.7+0.006j), harmonic (5.6+0.4j)
chi11 = +0.1149 +0.0964i nm^2/V (size 0.15, phase 40 deg)
chi15, chi31, chi33 = 0.30, 0.20, 1.00 nm^2/V
gamma, zeta = 0.05, 0.10 nm^2/V
independent components: C3 6, C3v 4
pump field in crystal e_X = +0.9816 +0.0001i, e_Z = +0.1911 -0.0003i
harmonic vector X = -0.9921 -0.0011i, Z = +0.1256 -0.0090i
bulk effective length = 6.92 nm
p pump: a = -0.0764 -0.0025i nm^2/V, |a| = 0.0764
p pump: c = -0.1139 -0.0921i nm^2/V, |c| = 0.1465
p pump: |c/a| = 1.917, phase of c/a = 37.1 deg
p pump, s output: |b| = 0.1476 nm^2/V
s pump: |a| = 0.0330, |c| = 0.1523, |b| = 0.1535 nm^2/V
zeta part of c (p pump) = 0.0042 nm^2/V
normal incidence: |a| = 0.0e+00, |c| = 0.1535 nm^2/V
largest direct-minus-formula error / |c| = 1.8e-04
phi  0 deg: |a + c cos 3phi|^2 = 0.04518 nm^4/V^2
phi 15 deg: |a + c cos 3phi|^2 = 0.02922 nm^4/V^2
phi 30 deg: |a + c cos 3phi|^2 = 0.00584 nm^4/V^2
phi 45 deg: |a + c cos 3phi|^2 = 0.00394 nm^4/V^2
phi 60 deg: |a + c cos 3phi|^2 = 0.00944 nm^4/V^2
Fourier B0, B3, B6 = 0.01658, 0.01787, 0.01073 nm^4/V^2
recovered |a| = 0.0764, |c| = 0.1465 nm^2/V
recovered size of phase = 37.1 deg
laser: 100 mW, 80 MHz, 100 fs, radius 50 um
peak intensity = 0.318 GW/cm^2
photon rate: phi 0 6.53e+05 /s, phi 60 1.36e+05 /s
oxide 2 nm: common intensity factor = 1.0007
static field 0.1 MV/cm; rough chi3 0.1, cubic 0.03 nm^2/V^2
field-induced change: |da/a| = 0.028, |dc/c| = 0.010
depletion width at 1e+16 cm^-3 = 647 nm
miscut 0.3 deg: cos phi part / |a| = 0.0524
miscut 0.3 deg: cos 2phi part / |a| = 0.0028
terrace width = 60 nm, step-edge site share = 0.0056
beam divergence half-angle = 0.29 deg
carriers per pulse = 6.8e+16 cm^-3, index change = -3.5e-05
steady heating = 4.2 K
```
